# How Bias Makes the Force on an Atom Non-Conservative

Before computing a migration barrier in a current-carrying wire, one must decide whether integrating the force along a path defines an energy of the atom's position. In equilibrium it does, and any convenient path will do. Under bias, two paths between the same end points can give different work. The path must then be specified, and a search for saddle points of an energy surface loses its basis. The quantity that settles the matter is the curl of the force.

Let \(\mathbf R=(x,y)\) be the two coordinates of a classical atom. It interacts with non-interacting electrons in a finite region joined to two reservoirs, L and R. The region has the Hermitian matrix \(H(\mathbf R)\) in a fixed orthonormal basis. The reservoirs enter through self-energies \(\Sigma_\alpha(E)\), which do not depend on \(\mathbf R\). With \(\Sigma=\Sigma_L+\Sigma_R\), define

\[
G=(E-H-\Sigma)^{-1},\qquad \Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger),\qquad A_\alpha=G\Gamma_\alpha G^\dagger .
\]

The atom moves so slowly that at each position the electrons are in their steady state. An electron arriving from reservoir \(\alpha\) in the state \(\phi_k\), with energy \(\varepsilon_k\), has the amplitude \(G(\varepsilon_k)\tau_\alpha\phi_k\) in the region, where \(\tau_\alpha\) is the coupling matrix. Summing over incoming states, with \(\Gamma_\alpha=2\pi\tau_\alpha\sum_k\delta(E-\varepsilon_k)\phi_k\phi_k^\dagger\tau_\alpha^\dagger\), gives the density matrix per spin,

\[
\rho=\sum_\alpha\int\frac{dE}{2\pi}\,f_\alpha(E)\,A_\alpha(E),
\]

where \(f_\alpha\) is the Fermi function of reservoir \(\alpha\). Bound states outside the band are assumed absent, since no reservoir would fix their occupation. The mean force is minus the expectation value of the derivative of the Hamiltonian. With a factor 2 for spin and \(H_i=\partial_iH\),

\[
F_i=-2\,\mathrm{Tr}[\rho H_i]=-\frac1\pi\sum_\alpha\int dE\,f_\alpha\,\mathrm{Tr}[A_\alpha H_i].
\]

A direct repulsion between ions adds the gradient of a potential, which has no curl, so it can be left out here.

Differentiating \(G^{-1}G=1\) gives \(\partial_iG=-G(\partial_iG^{-1})G=GH_iG\), because \(\partial_iG^{-1}=-H_i\). Hence

\[
\partial_iA_\alpha=GH_iA_\alpha+A_\alpha H_iG^\dagger .
\]

In \(\partial_xF_y-\partial_yF_x\) the terms with \(\partial_x\partial_yH\) cancel. What remains is \(-(1/\pi)\sum_\alpha\int dE\,f_\alpha C_\alpha\), with

\[
\begin{aligned}
C_\alpha={}&\mathrm{Tr}[GH_xA_\alpha H_y]+\mathrm{Tr}[A_\alpha H_xG^\dagger H_y]\\
&-\mathrm{Tr}[GH_yA_\alpha H_x]-\mathrm{Tr}[A_\alpha H_yG^\dagger H_x].
\end{aligned}
\]

Cyclic rotation turns the first trace into \(\mathrm{Tr}[A_\alpha H_yGH_x]\) and the third into \(\mathrm{Tr}[A_\alpha H_xGH_y]\). The four terms combine in pairs:

\[
C_\alpha=\mathrm{Tr}[A_\alpha H_y(G-G^\dagger)H_x]-\mathrm{Tr}[A_\alpha H_x(G-G^\dagger)H_y].
\]

The difference of the two Green functions follows from their inverses. With \(\Gamma=\Gamma_L+\Gamma_R\) and \(A=A_L+A_R\),

\[
G-G^\dagger=G\big[(G^\dagger)^{-1}-G^{-1}\big]G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger=-iG\Gamma G^\dagger=-iA .
\]

Let \(Z_\alpha=\mathrm{Tr}[A_\alpha H_xAH_y]\). All four factors are Hermitian, so complex conjugation reverses their order and \(Z_\alpha^*=\mathrm{Tr}[A_\alpha H_yAH_x]\). Therefore \(C_\alpha=-i(Z_\alpha^*-Z_\alpha)=-2\,\mathrm{Im}\,Z_\alpha\), and the curl is \((2/\pi)\sum_\alpha\int dE\,f_\alpha\,\mathrm{Im}\,Z_\alpha\).

Now split \(A\) into its two parts. The trace \(\mathrm{Tr}[A_LH_xA_LH_y]\) equals its own conjugate after a cyclic rotation, so it is real; the same holds for R. The mixed traces are conjugates of each other, \(\mathrm{Tr}[A_RH_xA_LH_y]=\mathrm{Tr}[A_LH_xA_RH_y]^*\). Their imaginary parts are opposite, and the result is

\[
\boxed{\;\partial_xF_y-\partial_yF_x=\frac2\pi\int dE\,(f_L-f_R)\,\mathrm{Im}\,\mathrm{Tr}[A_LH_xA_RH_y]\;}
\]

No expansion in the bias was made. The bias enters through the occupations alone, however; a self-consistent potential that changes with \(\mathbf R\) and bias is outside this derivation. For equal occupations the curl vanishes, and the force has a potential in any region without holes. If \(H_x\) and \(H_y\) are proportional at some point, the trace is real and the curl vanishes there too. Two coordinates matter because they can change the electronic matrix in two independent ways.

The current has a part in this. Suppose \(H\) is real and the self-energies are symmetric matrices, as for spinless orbitals without a magnetic field. Suppose also that no electron is transmitted at energy \(E\), so that \(\Gamma_LG\Gamma_R=0\) and, by transposition, \(\Gamma_RG\Gamma_L=0\). The identity for \(G-G^\dagger\) can equally be written \(G=G^\dagger-iG^\dagger\Gamma G\). Multiplying by \(\Gamma_L\) on the right removes \(\Gamma_R\) from the sum:

\[
G\Gamma_L=G^\dagger\Gamma_L-iG^\dagger\Gamma_LG\Gamma_L
\;\Rightarrow\;
A_L=G^\dagger\Gamma_L\,(G^\dagger-iG\Gamma_LG^\dagger).
\]

Multiplying the other form, \(G=G^\dagger-iG\Gamma G^\dagger\), by \(\Gamma_L\) on the left gives \(\Gamma_LG=\Gamma_L(G^\dagger-iG\Gamma_LG^\dagger)\). Thus \(A_L=G^\dagger\Gamma_LG\). For symmetric \(G\) this is \(A_L^*\), so \(A_L\) is real. The same argument applies to \(A_R\), and the trace in the curl is real. Under these conditions an energy without transmission contributes nothing.

To show that the integral need not vanish when current does flow, take two semi-infinite chains along \(x\), with site energy zero and hopping \(-t\), ending at \((-a,0)\) and \((a,0)\). The atom carries one orbital of energy \(\varepsilon\), coupled to the left end (site 1) by \(v_1(\mathbf R)\) and to the right end (site 2) by \(v_2(\mathbf R)\). The Green function \(s\) at the end of an isolated chain obeys \(s=1/(E-t^2s)\), because removing the end site leaves the same chain. The retarded root is

\[
s=\frac{E-i\gamma}{2t^2},\qquad \gamma=\sqrt{4t^2-E^2},\qquad |s|^2=\frac1{t^2}.
\]

The end site has self-energy \(t^2s\), whose broadening is \(\gamma\). Let \(T=v_1^2+v_2^2\). Each excursion from the atom to a chain end and back contributes \(v_n^2s\), so the Green function on the atom is

\[
D=\frac1{E-\varepsilon-Ts}.
\]

Dyson's equation then gives the columns of \(G\) that start at sites 1 and 2, listed in the order (site 1, atom, site 2):

\[
\begin{aligned}
|L\rangle&=(s+s^2v_1^2D,\; sv_1D,\; s^2v_1v_2D),\\
|R\rangle&=(s^2v_1v_2D,\; sv_2D,\; s+s^2v_2^2D).
\end{aligned}
\]

Hence \(A_L=\gamma|L\rangle\langle L|\) and \(A_R=\gamma|R\rangle\langle R|\). Let \(h_n\) be the matrix with unit entries connecting the atom and site \(n\), and let \(B_n=\langle L|h_n|R\rangle\). Since \(H_i=\sum_n(\partial_iv_n)h_n\), the trace is \(\gamma^2\langle L|H_x|R\rangle\langle R|H_y|L\rangle\). The terms \(|B_1|^2\) and \(|B_2|^2\) are real, which leaves

\[
\mathrm{Im}\,\mathrm{Tr}[A_LH_xA_RH_y]=\gamma^2J\,\mathrm{Im}(B_1B_2^*),
\]

\[
J=\partial_xv_1\,\partial_yv_2-\partial_xv_2\,\partial_yv_1 .
\]

Inserting the columns, with \(q=2\,\mathrm{Re}\,s=E/t^2\),

\[
\begin{aligned}
B_1&=(s+s^2v_1^2D)^*sv_2D+(sv_1D)^*s^2v_1v_2D\\
&=|s|^2v_2D\,(1+qv_1^2D^*),\\
B_2&=(s^2v_1v_2D)^*sv_2D+(sv_1D)^*(s+s^2v_2^2D)\\
&=|s|^2v_1D^*(1+qv_2^2D).
\end{aligned}
\]

The product is

\[
B_1B_2^*=|s|^4v_1v_2\big[D^2+qT|D|^2D+q^2v_1^2v_2^2|D|^4\big].
\]

The last term is real, so the imaginary part of the bracket is \(\mathrm{Im}D\,(2\,\mathrm{Re}D+qT|D|^2)\). From \(1/D=E-\varepsilon-Ts\) one reads off

\[
\mathrm{Re}D=|D|^2\Big(E-\varepsilon-\frac{qT}2\Big),\qquad
\mathrm{Im}D=-|D|^2\,\frac{T\gamma}{2t^2}.
\]

The terms in \(qT\) cancel, leaving \(2|D|^2(E-\varepsilon)\,\mathrm{Im}D\). With \(|s|^4=t^{-4}\),

\[
\partial_xF_y-\partial_yF_x=-\frac{2Jv_1v_2T}{\pi t^6}\int_{-2t}^{2t}dE\,(f_L-f_R)\,\gamma^3(E-\varepsilon)|D|^4 .
\]

This is nonzero for a general bias window, which proves the claim. For a simply connected area \(S\) bounded by a counterclockwise path, Stokes' theorem gives the work

\[
W=\oint\mathbf F\cdot d\mathbf R=\iint_S(\partial_xF_y-\partial_yF_x)\,dx\,dy .
\]

It changes sign with the sense of travel, so whenever it is nonzero one sense gains energy. The atomic Hamiltonian returns to its initial form after the cycle; the energy is supplied by the electrons and their reservoirs. A friction force \(-\eta\dot{\mathbf R}\) takes out \(\eta(2\pi r)^2/\tau\) on a circle of radius \(r\) traversed uniformly in time \(\tau\). This tends to zero for slow travel, whereas \(W\) does not.

The geometry sits in \(J\). For \(v_n=-V_0\exp[-(r_n-r_0)/\lambda]\), where \(r_n\) is the distance from the atom to site \(n\), each gradient points along its bond and

\[
J=\frac{2a\,y\,v_1v_2}{\lambda^2r_1r_2}.
\]

The curl is therefore odd in \(y\). It vanishes on the axis, where a sideways step changes neither bond length to first order.

Current alone is not sufficient. Under \(E\to-E\) and \(\varepsilon\to-\varepsilon\), \(D\) becomes \(-D^*\), so \(|D|\) is unchanged while \(E-\varepsilon\) changes sign. If the reservoirs have the same temperature and their chemical potentials lie symmetrically about zero, \(f_L-f_R\) is even in \(E\). The curl is then odd in \(\varepsilon\) and vanishes at \(\varepsilon=0\), although the transmission

\[
\mathcal T=\gamma^2|G_{12}|^2=\frac{\gamma^2v_1^2v_2^2|D|^2}{t^4}
\]

is finite. For small bias at low temperature, with the Fermi energy at \(E=0\), the curl varies with the level as \(\varepsilon/(\varepsilon^2+T^2/t^2)^2\). Setting the derivative to zero gives \(T^2/t^2=3\varepsilon^2\), so its magnitude is largest at \(|\varepsilon|=T/(\sqrt3\,t)\). For \(|\varepsilon|\gg T/t\) this expression tends to \(|\varepsilon|^{-3}\), a faster fall than that of the transmission, which tends to \(\varepsilon^{-2}\). These limiting powers are only approached within the range of the model: for \(|\varepsilon|>2t-T/t\) a bound state splits off the band, and the assumption made for \(\rho\) no longer holds.

For numbers, take round parameters that stand for no particular metal: \(t=2\) eV, \(a=2\) Å, \(V_0=1\) eV, \(r_0=2.2\) Å, \(\lambda=1\) Å, \(\varepsilon=0.5\) eV, \(k_BT_{\rm el}=0.025\) eV and \(\mu_L=-\mu_R=0.25\) eV. Electrons then flow towards \(+x\). The atom is carried counterclockwise round a circle of radius 0.1 Å centred at \((0,1)\) Å. At the centre both bonds are 2.236 Å long, which gives \(v_1=v_2=-0.9646\) eV, \(T=1.861\) eV² and \(J=0.744\) eV²/Å².

At \(E=0\), \(\gamma=4\) eV and \(1/D=(-0.5+0.930\,i)\) eV, so \(|D|^2=0.896\) eV⁻². Here \(\gamma^3/t^6=1\) eV⁻³. Replacing the integral by its integrand at \(E=0\) times the 0.5 eV window gives

\[
\frac2\pi(0.744)(0.930)(1.861)(0.5)(0.896)^2(0.5)\approx0.165\ \text{eV/Å}^2 .
\]

Gauss–Legendre integration over the band gives 0.156 eV/Å²; the difference is the variation of the integrand over the thermally smeared window. The same integration of \((2e/h)\int dE\,\mathcal T(f_L-f_R)\) gives a current of 30.0 µA.

The electronic force at the centre is \((0,-0.878)\) eV/Å without bias and \((-0.116,-0.868)\) eV/Å with it. For this level the bias pushes the atom against the electron flow. The direction is not a general rule: \(F_x\) is \(+0.116\) eV/Å for \(\varepsilon=-0.5\) eV and zero for \(\varepsilon=0\). In this model \(F_x=-4\sum_n(\partial_xv_n)\,\mathrm{Re}\,\rho_{na}\), where \(a\) as an index labels the atomic orbital, and \(\partial_xv_1=-\partial_xv_2=0.863\) eV/Å. The force therefore means that \(\mathrm{Re}\,\rho_{1a}\) exceeds \(\mathrm{Re}\,\rho_{2a}\) by \(0.116/(4\times0.863)=0.034\): the left bond is the stronger one. The force at one point does not determine the curl, which depends on how the force changes with position.

Summing \(\mathbf F\cdot d\mathbf R\) over 24 equally spaced points of the circle gives

\[
W=4.85\ \text{meV}=7.77\times10^{-22}\ \text{J}
\]

per turn. The central curl times the area is \(\pi(0.1)^2(0.156)\) eV, or 4.90 meV, so the mean curl over the disc is within about 1% of its central value. With \(\varepsilon=-0.5\) eV the work is \(-4.85\) meV. With \(\varepsilon=0\) it is zero, while the current at the centre rises to 38.2 µA.

At biases of 0.10, 0.25, 0.50 and 1.00 V, the work is 1.02, 2.52, 4.85 and 8.28 meV. The growth is slower than linear. At 1 V the window reaches from \(-0.5\) to 0.5 eV. Its upper edge lies at \(E=\varepsilon\), where the integrand vanishes. At the lower edge \(\gamma^3|E-\varepsilon||D|^4\), evaluated at the centre of the circle, is 0.91 of its value at \(E=0\). Averaged over the lower half of the window it stays within 1% of that value, and over the upper half it is about 0.6 of it, so the lower side does not make up the loss.

On a circle of radius 0.5 Å about the same centre, a sum over 48 points gives 97 meV. This is the difference between the work done along the lower and the upper semicircle, both taken from left to right. If each work were used as a barrier contribution in an Arrhenius factor at \(k_BT_{\rm el}=25\) meV, the two factors would differ by \(e^{97/25}\approx50\). That ratio measures the ambiguity of such a barrier; it is not a prediction of a rate.

Whether a free atom takes up the circulating motion depends on its vibrations. Near a point of zero total force, let the symmetric part of the stiffness matrix have the eigenvalues \(K\pm\Delta\), and let \(c\) be the curl. Along the principal axes,

\[
M\ddot x=-(K+\Delta)x-\frac c2y,\qquad
M\ddot y=-(K-\Delta)y+\frac c2x .
\]

Motion as \(e^{-i\omega t}\) requires \(M\omega^2=K\pm\sqrt{\Delta^2-c^2/4}\). For \(K>|\Delta|\) and without friction, an oscillation grows if \(|\Delta|<|c|/2\), since \(\omega^2\) is then complex. For \(c=0.156\) eV/Å² the two stiffnesses must, in this frictionless case, differ by less than 0.156 eV/Å². This value of \(c\) only sets a scale: the centre of the circle is not a point of zero electronic force, and there the electronic force alone gives principal stiffnesses that differ by about 3 eV/Å². The example would meet the condition only if the ionic repulsion left out here balanced the force and nearly cancelled that difference.

With friction equal in all directions and \(\Delta=0\), a circular orbit at \(\omega_0=\sqrt{K/M}\) gains \(\pi r^2|c|\) per turn in the favoured sense and loses \(2\pi\eta\omega_0r^2\). It grows if \(|c|>2\eta\omega_0\). These criteria leave out random forces and other velocity-dependent forces. A nonzero curl removes the potential for the force in any case, but for a small oscillation to grow in this linear model with equal friction in all directions, the two stiffnesses must also differ by less than \(|c|\), and the friction must be weak enough. Friction that differs between directions can allow growth at a larger difference in stiffness.
